# Ordering temperature of in-plane polarization below a graded free surface, part 2

We seek the temperature $T_{\rm ord}$ at which in-plane polarization $P(z)$ along $x$ first appears in a ferroelectric whose Curie temperature falls with depth $z$ as $T_c(z)=T_s-Gz$, $G>0$. The theory is mean-field, with free energy per unit area

$$F=\int_0^\infty\!\left[\frac{a_0}{2}\bigl(T-T_c(z)\bigr)P^2+\frac b4P^4+\frac g2P'^2\right]dz+\frac{g}{2\lambda}P(0)^2, \tag{2}$$

where $a_0,b,g>0$. The extrapolation length $\lambda$ is positive if the surface opposes polarization and negative if it favours it; a free surface has $1/\lambda=0$. Minimization gives

$$-gP''+a_0(T-T_s+Gz)P+bP^3=0, \tag{3}$$

and, at the onset, with $D=g/a_0$ and $\Delta=T_s-T$,

$$-DP''+GzP=\Delta P,\qquad P'(0)=P(0)/\lambda . \tag{6}$$

The lowest $\Delta$ is the depression $\Delta_1=T_s-T_{\rm ord}=\tau G\ell$, with $\ell=(D/G)^{1/3}$. Its profile is $\varphi(z)\propto{\rm Ai}(z/\ell-\tau)$, scaled to $\varphi(0)=1$, and $\tau$ is the root with $-\tau>-2.33811$ of

$$R(-\tau)=\frac\ell\lambda,\qquad R(s)=\frac{{\rm Ai}'(s)}{{\rm Ai}(s)} . \tag{9}$$

The Airy function obeys

$$\int_s^\infty{\rm Ai}(t)^2dt={\rm Ai}'(s)^2-s\,{\rm Ai}(s)^2 . \tag{10}$$

For a free surface $\tau=\tau_{\rm f}=1.01879$, so

$$\boxed{T_{\rm ord}=T_s-1.01879\left(\frac g{a_0}\right)^{1/3}G^{2/3}} \tag{12}$$

and the mean depth weighted with $\varphi^2$ is

$$\langle z\rangle=\frac{2\Delta_1}{3G}. \tag{13}$$

Local loss of Curie temperature makes up two thirds of this depression, gradient energy one third. For weak surface energy, $|\lambda|\gg\ell$,

$$\Delta_1\approx G\ell\left(\tau_{\rm f}+\frac{\ell}{\tau_{\rm f}\lambda}\right). \tag{14}$$

For $P(0)=0$ ($\lambda=0$), $\tau=2.33811$.

For other profiles $T_c(z)$, the depression is the lowest eigenvalue of a tridiagonal matrix on points $z_i=(i+\tfrac12)h$, with off-diagonal elements $-D/h^2$ and inner diagonal elements $2D/h^2+T_s-T_c(z_i)$. The first diagonal element is $(2-r)D/h^2+T_s-T_c(z_0)$, with $r=\frac{1-h/(2\lambda)}{1+h/(2\lambda)}$ ($r=1$ for a free surface).

Of three limits of the surface energy, the weak and the strongly opposing have been treated; the favouring surface comes next.

**Favouring surface, $\lambda<0$.** Now $\ell/\lambda$ is negative and $\tau$ is smaller than $\tau_{\rm f}$. It reaches zero when $\ell/\lambda=R(0)=-1/1.3717$. Ordering occurs above $T_s$ if

$$|\lambda|<1.3717\,\ell . \tag{16}$$

In this case the claim that a gradient depresses ordering below the surface value is false. As $G\to0$ at fixed negative $\lambda$, equation (6) becomes $-DP''=\Delta P$. Its decaying solution obeying the boundary condition is $e^{-z/|\lambda|}$, with $\Delta=-D/\lambda^2$. The surface then orders at $T_s+D/\lambda^2$, and a gradient lowers the onset from that higher value.

### Polarization just below the onset

Close to $T_{\rm ord}$ the profile keeps its shape and only the amplitude grows, $P=A\varphi$. Define

$$I_2=\int_0^\infty\varphi^2dz,\qquad I_4=\int_0^\infty\varphi^4dz .$$

Inserting $P=A\varphi$ in the free energy gives

$$F=-\frac{a_0}{2}(T_{\rm ord}-T)I_2A^2+\frac b4I_4A^4 .$$

Setting $dF/dA=0$ and dividing by $A\ne0$,

$$A^2=\frac{a_0(T_{\rm ord}-T)}{b}\,\frac{I_2}{I_4}. \tag{17}$$

For the free surface $I_2$ follows from identity (10) at $s=-\tau_{\rm f}$, where ${\rm Ai}'=0$. The integral of ${\rm Ai}^2$ is $\tau_{\rm f}{\rm Ai}(-\tau_{\rm f})^2$. Dividing by the squared surface value and restoring the length, $I_2=1.01879\,\ell$. Quadrature gives $I_4=0.69379\,\ell$.

Equation (17) is a leading-order result. The cubic term in (3) also drives the higher modes, with a strength proportional to $bA^3$. The next free-surface mode would become unstable at $\tau=3.24820$, so it resists with a stiffness proportional to $(3.24820-1.01879)G\ell=2.23\,G\ell$. Its relative weight is therefore of order $(T_{\rm ord}-T)/(2.23\,G\ell)$, times an overlap factor of about one third, and (17) requires this ratio to be small. A numerical solution of the full nonlinear equation at $0.05\,G\ell$ below the onset gives $\int P^2dz$ larger than (17) by 0.95 %, relative to the value from (17).

### A graded barium strontium titanate film

The parameters are round illustrative values for a 100 nm film with its barium-rich side at the free surface; the least certain is $g$, discussed below: $T_s=350$ K, $G=1$ K/nm, Curie constant $C=1.5\times10^5$ K and $g=10^{-10}$ J m³/C². In the unpolarized state a uniform field gives $a_0(T-T_c)P=E$. The susceptibility $P/(\varepsilon_0E)$ equals $C/(T-T_c)$ if

$$a_0=\frac1{\varepsilon_0C}=7.529\times10^5\ \text{J m/(C² K)} .$$

Then $D=10^{-10}/(7.529\times10^5)$ m² K $=132.8$ nm² K, and

$$\ell=(132.8)^{1/3}\ \text{nm}=5.10\ \text{nm},\qquad G\ell=5.10\ \text{K},$$

$$T_s-T_{\rm ord}=1.01879\times5.10\ \text{K}=5.2\ \text{K},\qquad T_{\rm ord}=344.8\ \text{K}.$$

The mean depth is 3.5 nm. Of the depression, 3.5 K is local loss of Curie temperature and 1.7 K is gradient cost.

The value of $b$ depends on the elastic state. The film is assumed to relax during growth, so that each layer has its natural in-plane size, and its dislocations are then frozen. The substrate afterwards prevents the spontaneous in-plane strains $Q_{11}P^2$ and $Q_{12}P^2$, while the thickness is free to adjust. For in-plane compliances $s_{11}$ and $s_{12}$, the elastic energy of suppressing these strains is

$$\frac{s_{11}(Q_{11}^2+Q_{12}^2)-2s_{12}Q_{11}Q_{12}}{2(s_{11}^2-s_{12}^2)}\,P^4 .$$

Setting this equal to $\tfrac14b_{\rm cl}P^4$ multiplies the fraction by four. With $Q_{11}=0.110$ and $Q_{12}=-0.043$ m⁴/C², $s_{11}=8.3\times10^{-12}$ and $s_{12}=-2.7\times10^{-12}$ Pa⁻¹,

$$b_{\rm cl}=\frac{2(1.158-0.255)\times10^{-13}}{6.16\times10^{-23}}=2.93\times10^9\ \text{J m⁵/C⁴}.$$

The unclamped coefficient is taken as $-1.0\times10^9$, so $b=1.93\times10^9$ J m⁵/C⁴. Clamping is what makes $b$ positive here. If every layer could strain freely, $b$ would keep the negative value, and $T_{\rm ord}$ would then be a stability limit. Removing the substrate is not the same thing, because the unpolarized material below the thin ordered layer still resists its strain.

This $b$ holds for polarization along a cube axis, which need not be the preferred in-plane direction. With two components the quartic energy is $\tfrac14b(P_x^4+P_y^4)+cP_x^2P_y^2$, and along the diagonal [110] the effective coefficient is $b/2+c$. The diagonal therefore wins if $c<b/2$. Taking also $Q_{44}=0.059$ m⁴/C² and $s_{44}=9.24\times10^{-12}$ Pa⁻¹, clamping lowers $c$ by $4.75\times10^8$, so the cube axis needs an unclamped $c$ above $1.44\times10^9$ J m⁵/C⁴. Values typical of barium titanate, about 3 to $8\times10^8$, fall short of this and give a diagonal state with an effective $b$ of $0.8$ to $1.3\times10^9$. The onset (12) is not affected, since both in-plane components have the same quadratic terms. The amplitude and the width (19) below are worked out for polarization held along $x$.

One kelvin below the onset, (17) gives

$$A^2=\frac{7.529\times10^5\times1.01879}{1.93\times10^9\times0.69379}=5.73\times10^{-4}\ \text{C²/m⁴},$$

so $P(0)=0.024$ C/m² $=2.4$ μC/cm². For the diagonal state just described the amplitude would be 2.9 to 3.7 μC/cm². These are mean-field numbers. One kelvin is less than the rough fluctuation width (19) estimated below, so the value illustrates (17) and does not predict a measurement. Nor may (17) be carried down to 300 K. There $T_s-T=50$ K is about ten times $G\ell$, and many modes take part.

### Which corrections are small and which are not

*Lattice steps.* Replace the continuum by planes 0.4 nm apart, the first at $z=0.2$ nm, with nearest-plane coupling and the same $D$. The depression changes from 5.1980 to 5.1982 K. The length $\ell$ covers about thirteen cells, so the discrete gradient energy does not matter here. What does matter slightly is where $T_s$ is defined: if it is the Curie temperature of the first plane instead of the value at $z=0$, the depression measured from it is smaller by $G\times0.2$ nm $=0.2$ K.

*Curved grading.* If the Curie temperature falls as $G\,(100\ \text{nm})(1-e^{-z/100\,\text{nm}})$, with the same slope at the surface, the depression is 5.10 K, or 2 % less. The slope that counts is the one within the first few $\ell$.

*Gradient coefficient.* With $a_0$ and $G$ fixed, the depression varies as $g^{1/3}$. Values of $g$ five times smaller and larger give 3.0 and 8.9 K. The coefficient that counts is the one for an in-plane polarization varying along the surface normal, a shear coefficient. Some parameter sets for barium titanate put it near $2\times10^{-11}$ J m³/C², which is the smaller case, so the shift in such a film may be nearer 3 K than 5 K.

*Surface energy.* For $\lambda=+5$ nm the depression is 8.4 K. For $\lambda=-5$ nm ordering occurs 3.1 K above $T_s$. The change of sign is at $\lambda=-7.0$ nm. Lengths of this size compete with $\ell$, so the full root of (9) is needed, and a prediction that leaves $\lambda$ unknown may even have the wrong sign.

*Coherent strain.* Suppose the strontium fraction rises by 0.30 across the film. The natural lattice parameter then shrinks by about 0.71 % with depth. If the layers remained coherent, this would become an extra in-plane tension $u$. The stress per unit equal biaxial strain is $1/(s_{11}+s_{12})$, so the coupling energy is $-u(Q_{11}+Q_{12})P^2/(s_{11}+s_{12})$. Comparing it with $-\tfrac12a_0\,\delta T_cP^2$,

$$\delta T_c=\frac{2u(Q_{11}+Q_{12})}{a_0(s_{11}+s_{12})}=226\ \text{K}. \tag{18}$$

This is a rise with depth, against an assumed fall of 100 K. A fully coherent film would have its highest in-plane Curie temperature at the bottom, and the present result would not apply. If a fraction $q$ of the mismatch is kept, uniformly through the film, the net slope is $(1-2.26q)$ K/nm and vanishes at $q=0.44$. Even $q=0.1$ reduces the slope to 0.77 K/nm and the depression by a factor $0.77^{2/3}=0.84$, to 4.4 K. The slope to insert in (12) is the net one, strain included.

*Fluctuations.* Let the amplitude $A$ vary within the plane, and define $\eta=A\sqrt{I_2}$. With $r=a_0(T-T_{\rm ord})$ above the onset, the energy per area is

$$\tfrac12r\eta^2+\tfrac12g|\nabla\eta|^2+\tfrac14B\eta^4,\qquad B=\frac{bI_4}{I_2^2}.$$

To lowest order the quartic term replaces $r$ by $r+3B\langle\eta^2\rangle$, where

$$\langle\eta^2\rangle=k_BT\int\frac{d^2k}{(2\pi)^2}\frac1{r+gk^2}.$$

The derivative of the corrected coefficient with respect to $r$ is

$$1-3Bk_BT\int\frac{d^2k}{(2\pi)^2}\frac1{(r+gk^2)^2}=1-\frac{3Bk_BT}{4\pi gr}.$$

In this estimate mean-field theory loses control when the second term reaches one, that is within a temperature width

$$\delta T=\frac{3Bk_BT_{\rm ord}}{4\pi a_0g}=3.8\ \text{K}. \tag{19}$$

This is 0.73 of the depression. The estimate keeps one component, short-range forces and the same $g$ in every direction. The field of charges created by variation along $x$ is left out. Its energy is not negative, so it suppresses such fluctuations and reduces the width in this estimate. The amount depends on how well the surrounding material screens the charges and is not calculated here. The second in-plane component, also left out, brings fluctuations of its own. Equation (19) is therefore a warning and not a reliable width, and 5.2 K is a scale for the shift and not a precise prediction.

Since $G\ell=g/(a_0\ell^2)$ and $B\propto b/\ell$, the ratio of (19) to the depression varies as $bk_BT\,\ell/g^2$. At fixed $b$, $g$ and temperature, a steeper gradient makes $\ell$ shorter and lowers this short-range ratio, as long as $\ell$ still covers several cells. The ratio is sensitive to $g$: within this short-range estimate, a value five times smaller in all directions raises it by $25/5^{1/3}\approx15$. An anisotropic set behaves differently, because $g$ in (19) becomes the geometric mean of the coefficients along and across $\mathbf P$, while $\ell$ follows the shear coefficient. With $5.1\times10^{-10}$ along and $2\times10^{-11}$ J m³/C² across, the width is 6.5 K against a depression of 3.0 K, and the ratio rises by about 3. The mean-field shift could then not be trusted without a treatment that includes the charges and the different gradient coefficients along and across $\mathbf P$.

### Comparison with real films

The assumed fall of 100 K for a strontium fraction of 0.30 agrees with the rough rule of three to four kelvin per per cent of strontium in bulk material. Placing that change within 100 nm is steep grading. The same change spread over 300 nm gives $G=0.33$ K/nm and, with the other parameters fixed, a depression of 2.5 K. Besides the value of $g$, two assumptions need checking in a real film. One is the origin of the slope: retained mismatch strain can weaken or reverse it, as (18) shows. The other is the surface energy, which for $|\lambda|=5$ nm moves the onset by +8.3 or −3.2 K relative to the free-surface result.

### Procedure for use

1. Determine the net $T_c(z)$ for in-plane polarization, including strain, and take its slope over the first few $\ell$.
2. Compute $D=g/a_0$ and $\ell=(D/G)^{1/3}$. Check that the film is many $\ell$ thick and that $\ell$ covers several lattice cells.
3. If $|\lambda|\gg\ell$, use (12), with (14) for the first correction. Otherwise solve (9) for the root with $-\tau>-2.33811$.
4. If $T_c(z)$ bends within a few $\ell$, diagonalize the tridiagonal matrix of the first half.
5. Confirm that $b>0$ in the actual elastic state and for the preferred in-plane direction, and compare the width (19) with the depression before quoting a shift.

The numerical output below lists the main values used here with their units.

## Computed results

```
INPUTS (rough typical values)
surface Curie temperature Ts = 350.0 K
Curie temperature slope G = 1.00 K/nm
film thickness = 100 nm
Curie constant = 1.50e+05 K
gradient coefficient g = 1.00e-10 J m^3/C^2
electrostriction Q11, Q12 = 0.110, -0.043 m^4/C^2
compliance s11, s12 = 8.30e-12, -2.70e-12 1/Pa
unclamped quartic coefficient = -1.00e+09 J m^5/C^4
DERIVED
a0 = 7.529e+05 J m/(C^2 K)
clamping part of b = 2.930e+09 J m^5/C^4
b = 1.930e+09 J m^5/C^4
D = g/a0 = 132.81 nm^2 K
Airy length ell = 5.102 nm
temperature scale G*ell = 5.102 K
tau, free surface = 1.01879 (no unit)
tau, P(0)=0 = 2.33811 (no unit)
tau, second free-surface mode = 3.24820 (no unit)
RESULTS
depression, Airy formula = 5.1980 K
depression, diagonalization = 5.1980 K
ordering temperature T_ord = 344.80 K
depression for P(0)=0, Airy = 11.9292 K
depression for P(0)=0, diagonalization = 11.9292 K
diagonalization, G = 0.25 K/nm: depression 2.0628 K
diagonalization, G = 0.50 K/nm: depression 3.2745 K
diagonalization, G = 1.00 K/nm: depression 5.1980 K
diagonalization, G = 2.00 K/nm: depression 8.2512 K
diagonalization, G = 4.00 K/nm: depression 13.0980 K
fitted exponent of G = 0.66667 (no unit)
mean depth of ordering mode = 3.465 nm
local Tc loss in depression = 3.465 K
gradient cost in depression = 1.733 K
integral phi^2 / ell = 1.01879 (no unit)
integral phi^4 / ell = 0.69379 (no unit)
P(0) at 1 K below T_ord = 2.39 uC/cm^2
amplitude-law error in int P^2, 0.05 G*ell below T_ord = 0.95 %
SURFACE ENERGY AND NEGLECTED EFFECTS
depression, lambda = +5 nm: 8.445 K
depression, lambda = -5 nm: -3.135 K
|lambda|/ell at zero shift (lambda<0) = 1.3717
|lambda| at zero shift (lambda<0) = 6.999 nm
depression on lattice of 0.4 nm cells = 5.1982 K
depression, Tc drop saturating over 100 nm = 5.1008 K
depression if g is 5 times smaller = 3.040 K
depression if g is 5 times larger = 8.888 K
Sr fraction change across film = 0.30 (no unit)
coherent misfit change across film = 0.713 %
Tc rise with depth if coherent = 226 K
Tc fall with depth assumed = 100 K
one-loop fluctuation width = 3.82 K
```
